# Full Conversion Times of a Slab, a Cylinder and a Sphere

## The problem

A solid reacts with a species supplied at its surface. The species must diffuse through the product already formed to reach the remaining reactant, so a sharp front moves inwards. Three bodies of the same material are compared: a wide slab of half-thickness \(R\), exposed on both faces, a long cylinder of radius \(R\), and a sphere of radius \(R\).

The product occupies the same volume as the reactant it replaces, so the outer surface stays where it was. The product contains \(n\) bound diffusant particles per unit volume. The mobile diffusant has concentration \(c\) and constant diffusivity \(D\) in the product. Its concentration is held at \(c_s\) at the outer surface and is zero at the front, where the reaction is fast. None of it dissolves in the core. Take \(c_s\ll n\), and neglect the edges of the slab and the ends of the cylinder.

1. Find the time the front takes to reach a given position in each body, and the time for full conversion.
2. Find the ratio of the three full conversion times. Evaluate them for \(R=1\ \mu\text{m}\), \(D=1.0\times10^{-9}\ \text{cm}^2/\text{s}\), \(c_s=3.0\times10^{19}\ \text{cm}^{-3}\) and \(n=4.5\times10^{22}\ \text{cm}^{-3}\).
3. Does the same ratio hold for the times to convert 90 % of each body, or a very small fraction of it?
4. How large an error can the condition \(c_s\ll n\) hide?

## Hints

**Hint 1.** Let \(r\) be the distance from the mid-plane, axis or centre. The area crossed by the diffusant is proportional to \(r^{d-1}\), with \(d=1\) for the slab, \(2\) for the cylinder and \(3\) for the sphere.

**Hint 2.** Because \(c_s\ll n\), the front moves only a short way in the time the concentration profile needs to adjust, except very near the end in the curved bodies. At each front position, use the steady profile.

**Hint 3.** In a steady profile the flux density changes with \(r\) in a curved body. What stays constant is flux density times area.

**Hint 4.** When the front advances, the new product must be filled with bound diffusant. This relates the front speed to the flux arriving there.

**Hint 5.** For part 4, integrate the full diffusion equation over time at fixed \(r\), remembering that each point joins the product at its own moment.

## Solution

### The flux at the front

Let the front be at \(r=s\). The concentration rises outwards, so the inward flux density is \(D\,dc/dr\), counted positive. In the steady state no diffusant accumulates between two surfaces in the product, hence

\[
r^{d-1}D\frac{dc}{dr}=s^{d-1}J ,
\]

where \(J\) is the inward flux density at the front. Divide by \(r^{d-1}\) and integrate from \(r=s\), where \(c=0\), to \(r=R\), where \(c=c_s\):

\[
D c_s=J\,L_d(s),\qquad L_d(s)=s^{d-1}\int_s^R\frac{dr}{r^{d-1}} .
\]

The length \(L_d\) is the thickness of a flat layer that would pass the same flux density to the front. The three integrals give

\[
L_1=R-s,\qquad L_2=s\ln\frac{R}{s},\qquad
L_3=s^2\left(\frac1s-\frac1R\right)=s-\frac{s^2}{R}.
\]

### The motion of the front

In a time \(dt\) the front moves inwards by \(-ds\), which is positive. Per unit front area, a volume \(-ds\) of product forms and binds \(n(-ds)\) particles. These arrive as \(J\,dt\), so

\[
n\left(-\frac{ds}{dt}\right)=\frac{Dc_s}{L_d(s)} .
\]

Separate the variables and integrate from the start, when the front is at \(R\):

\[
t=\frac{n}{Dc_s}\int_s^R L_d(s')\,ds' .
\]

Write \(\xi=s/R\). For the slab,

\[
\int_s^R(R-s')\,ds'=\frac{(R-s)^2}{2}
=\frac{R^2}{2}(1-\xi)^2 .
\]

For the cylinder, an antiderivative of \(s'\ln(R/s')\) is \(\tfrac12s'^2\ln(R/s')+\tfrac14s'^2\): differentiating the logarithm gives \(-s'/2\), which cancels the derivative of the last term. Therefore

\[
\int_s^R s'\ln\frac{R}{s'}\,ds'
=\frac{R^2}{4}-\frac{s^2}{2}\ln\frac{R}{s}-\frac{s^2}{4}
=\frac{R^2}{4}\left(1-\xi^2+2\xi^2\ln\xi\right).
\]

For the sphere,

\[
\int_s^R\left(s'-\frac{s'^2}{R}\right)ds'
=\frac{R^2-s^2}{2}-\frac{R^3-s^3}{3R}
=\frac{R^2}{6}\left(1-3\xi^2+2\xi^3\right).
\]

Conversion is complete when \(\xi\to0\). The logarithmic term then vanishes: with \(\xi=e^{-u}\) it is \(-2u\,e^{-2u}\), which tends to zero as \(u\to\infty\). All three brackets become 1, and the full times are

\[
t_d=\frac{nR^2}{2d\,Dc_s}.
\]

### The ratio and its meaning

The times are proportional to \(1/2\), \(1/4\) and \(1/6\). Multiplying by 12,

\[
t_1:t_2:t_3=6:3:2 .
\]

The factor \(1/d\) has a direct meaning. During full conversion, the surface at radius \(r\) must pass all the diffusant that will be bound inside it. The volume inside divided by the surface area is \(r/d\), so the total passed per unit area is \(nr/d\). A curved body has less material to supply behind each unit of area, and it finishes sooner.

The material parameters cancel in the ratio because they are the same for all three bodies. This remains true if \(D\) depends on concentration: integrating \(D(c)\,dc\) replaces \(Dc_s\) by \(\int_0^{c_s}D(c)\,dc\), again a common factor.

For the given values, with \(R=10^{-4}\ \text{cm}\),

\[
\frac{nR^2}{Dc_s}
=\frac{(4.5\times10^{22})(10^{-8})}{(1.0\times10^{-9})(3.0\times10^{19})}\ \text{s}
=15000\ \text{s}.
\]

Division by 2, 4 and 6 gives

- slab: 7500 s, or 125 min;
- cylinder: 3750 s, or 62.5 min;
- sphere: 2500 s, or 41.7 min.

The slab formula also gives the parabolic law of a flat layer. Its thickness \(X=R-s\) obeys \(X^2=Bt\), with \(B=2Dc_s/n=0.48\ \mu\text{m}^2/\text{h}\) here.

### Equal partial conversion

The unreacted volume fraction is \(\xi^d\), so the converted fraction is \(f=1-\xi^d\). At \(f=0.90\), \(\xi=0.1^{1/d}\), and the time laws above give 6075 s, 2512 s and 1384 s. Their ratio is \(8.78:3.63:2\), not \(6:3:2\). The slab has used 81 % of its full time, but the sphere only about 55 %. In the sphere the last tenth of the volume extends from the centre to almost half the radius.

For small \(f\), the slab bracket is \(f^2\). In the cylinder \(\xi^2=1-f\), so its bracket is

\[
f+(1-f)\ln(1-f)
\simeq f+(1-f)\left(-f-\frac{f^2}{2}\right)
\simeq\frac{f^2}{2}.
\]

For the sphere, put \(\xi=1-\delta\). To second order its bracket is \(1-3(1-2\delta+\delta^2)+2(1-3\delta+3\delta^2)=3\delta^2\). Since \(f\simeq3\delta\), this is \(f^2/3\). Multiplying the brackets by the full times gives

\[
\frac{f^2}{2}:\frac{f^2}{8}:\frac{f^2}{18}=36:9:4 .
\]

A thin layer hardly feels the curvature, so it grows to nearly the same thickness in all three bodies in a given time. The surface-to-volume ratio is \(d/R\), so the thickness needed for a given small fraction is proportional to \(1/d\), and the time to \(1/d^2\). The ratio \(6:3:2\) therefore belongs to full conversion.

### The error of the steady profile

The steady profile ignores the mobile diffusant needed to fill the product. To bound this error, drop the steady approximation and let \(\tau(r)\) be the moment when the front passes \(r\). For a point in the product at time \(t\), define

\[
w(r)=\int_{\tau(r)}^{t}c(r,t')\,dt' .
\]

Differentiating the lower limit gives a term containing \(c(r,\tau)\), which is zero at the front. Hence \(w'=\int_\tau^t(\partial c/\partial r)\,dt'\). In the second derivative the lower limit does contribute:

\[
\frac{D}{r^{d-1}}\frac{d}{dr}\left(r^{d-1}w'\right)
=\int_\tau^t\frac{\partial c}{\partial t'}\,dt'
-D\left.\frac{\partial c}{\partial r}\right|_{t'=\tau}\frac{d\tau}{dr}.
\]

The diffusion equation has been used in the first term, which equals \(c(r,t)\). At the front, \(D\,\partial c/\partial r=n(-ds/dt)\), while \(d\tau/dr=1/(ds/dt)\). The second term, with its minus sign, is therefore \(+n\):

\[
\frac{D}{r^{d-1}}\frac{d}{dr}\left(r^{d-1}w'\right)=n+c(r,t).
\]

At the current front \(w=w'=0\), because the integration interval has zero length. At the surface \(w(R)=c_st\). Integrating twice from \(s\), and then letting \(s\to0\), gives the true full time \(t_{\text{true}}\):

\[
Dc_s t_{\text{true}}=\int_0^R\frac{dr}{r^{d-1}}\int_0^r
\left[n+c(\rho,t_{\text{true}})\right]\rho^{d-1}d\rho .
\]

The \(n\) term is \(\int_0^R(nr/d)\,dr=nR^2/(2d)\), which reproduces \(t_d\). The concentration starts from zero and diffusion creates no new interior maximum, so \(0\le c\le c_s\). Therefore

\[
t_d\le t_{\text{true}}\le\left(1+\frac{c_s}{n}\right)t_d .
\]

For the given values \(c_s/n\) is 0.067 %, so storage delays each conversion by at most that fraction of \(t_d\).

The effect becomes visible when storage is large. With \(c_s/n=0.2\), an explicit finite-volume solution of the diffusion problem on 40 cells, in which a cell holds mobile diffusant only after its binding capacity is filled, gives a ratio of about \(5.5:2.9:2\). The delays are about 6.4 %, 12.6 % and 15.9 % of the respective \(t_d\), all below the 20 % bound. The coarse grid makes each of them low by less than 0.1 percentage point; for the slab the exact similarity solution gives 6.5 %.

The slab value can be estimated. Its final steady profile is \(c=c_sr/R\), whose double integral is \(c_sR^2/6\). Relative to \(nR^2/2\) this is \(c_s/(3n)\), or 6.7 %, close to the computed value. In both curved bodies the steady profile approaches \(c_s\) at every fixed \(r>0\) as the front shrinks to the centre, so more mobile diffusant must be stored per unit volume than in the slab. The shortfall \(1-c/c_s\) falls in proportion to \(s\) in the sphere but only as \(1/\ln(R/s)\) in the cylinder: at \(r=R/2\) and \(s=10^{-3}R\), \(c/c_s\) is 0.999 in the sphere, 0.90 in the cylinder and 0.50 in the slab. The delays follow the same order.

## Variation 1: a reaction of finite speed

*The front now consumes diffusant at the rate \(kc_i\) per unit area, where \(c_i\) is the concentration there and \(k=2.0\times10^{-4}\ \text{cm/s}\). Everything else is unchanged. What happens to the three times?*

The concentration drop across the product is now \(c_s-c_i\). The diffusive flux reaching the front equals the flux consumed:

\[
J=\frac{D(c_s-c_i)}{L_d}=kc_i .
\]

The first equality gives \(c_s-c_i=JL_d/D\), and the second gives \(c_i=J/k\). Adding them,

\[
c_s=J\left(\frac{L_d}{D}+\frac1k\right).
\]

The two resistances add. Insert \(J=n(-ds/dt)\) and integrate from \(R\) to the centre:

\[
t=\frac{n}{c_s}\int_0^R\left(\frac{L_d}{D}+\frac1k\right)ds
=t_d+\frac{nR}{kc_s}.
\]

The extra time is the same for every shape, because a front controlled by reaction alone moves at the constant speed \(kc_s/n\) and has the distance \(R\) to cover. Here it is

\[
\frac{(4.5\times10^{22})(10^{-4})}{(2.0\times10^{-4})(3.0\times10^{19})}\ \text{s}=750\ \text{s}.
\]

The times become 8250 s, 4500 s and 3250 s, in the ratio \(5.08:2.77:2\).

The diffusion time exceeds the reaction time by the factor \(kR/(2dD)\). The ratio \(6:3:2\) requires this to be large even for \(d=3\), where it is only \(2500/750\simeq3.3\) in this example. For sufficiently small bodies, at fixed \(k\) and \(D\), reaction controls the process and the ratio tends to \(1:1:1\).

## Variation 2: a product that expands

*Each unit volume of reactant now gives a volume \(z>1\) of product. The slab expands only along its thickness, the cylinder only along its radius, and the sphere equally in all directions. Keep \(R\), \(D\), \(c_s\) and \(n\) fixed, with \(n\) still counted per volume of product, and let the reaction be fast again. Find the new times and evaluate them for \(z=2.2\).*

Two things change. An advance \(-ds\) now creates a product volume \(z(-ds)\) per unit front area, so the front balance is \(zn(-ds/dt)=J\). The outer surface also moves out to \(R_o\), given by the volume balance

\[
R_o^d=s^d+z(R^d-s^d)=zR^d-(z-1)s^d .
\]

The time is therefore \(zn/(Dc_s)\) times the integral of \(L_d\) over \(s\) from 0 to \(R\), with \(R_o\) replacing \(R\) inside \(L_d\).

For the slab, \(L_1=R_o-s=z(R-s)\), and the integral is \(zR^2/2\).

For the cylinder, put \(u=s^2/R^2\), so that \(s\,ds=R^2du/2\). The logarithm of \(R_o/s\) is half the logarithm of its square:

\[
\int_0^R s\ln\frac{R_o}{s}\,ds
=\frac{R^2}{4}\int_0^1\left\{\ln[z-(z-1)u]-\ln u\right\}du .
\]

With \(v=z-(z-1)u\), the first part is \(\int_1^z\ln v\,dv/(z-1)=z\ln z/(z-1)-1\). The second part is \(+1\). The integral is therefore \(R^2z\ln z/[4(z-1)]\).

For the sphere, \(L_3=s-s^2/R_o\). With \(v=zR^3-(z-1)s^3\),

\[
\int_0^R\frac{s^2}{R_o}\,ds
=\frac{1}{3(z-1)}\int_{R^3}^{zR^3}v^{-1/3}dv
=\frac{R^2(z^{2/3}-1)}{2(z-1)} .
\]

Subtracting this from \(R^2/2\) leaves \(R^2(z-z^{2/3})/[2(z-1)]\). After multiplication by \(z\), the three times in units of \(nR^2/(Dc_s)\) are

\[
\frac{z^2}{2},\qquad
\frac{z^2\ln z}{4(z-1)},\qquad
\frac{z(z-z^{2/3})}{2(z-1)} .
\]

As \(z\to1\), \(\ln z\simeq z-1\) and \(z-z^{2/3}\simeq(z-1)/3\), so the values return to \(1/2\), \(1/4\) and \(1/6\).

For \(z=2.2\) and the unit time of 15000 s, the results are about 36300 s, 11900 s and 7000 s, in the ratio \(10.4:3.4:2\). The slab suffers most: its layer thickens by the full factor \(z\), and every part of it resists equally. In a curved body the added volume spreads over a larger circumference or surface, so the layer thickens less. Its outer part, where the area is large, also adds little resistance.

This variation bears on a real case. The chosen \(D\), \(c_s\), \(n\) and \(k\) are round values in the rough range of silicon oxidized in steam near 1100 °C, and \(z\simeq2.2\) is roughly silicon's own volume ratio. Silicon therefore breaks the equal-volume assumption badly: within this model, the slab time grows by a factor of 4.8 and the sphere time by 2.8. In each, a factor \(z=2.2\) comes from the larger product volume to be filled at fixed \(n\), and the rest from the changed diffusion path. These factors are for a fast reaction. With the \(k\) of Variation 1, each shape gains \(z\times750\ \text{s}=1650\ \text{s}\), and the factors become 4.6 and 2.7 relative to the times found there. The real \(k\) also depends on the crystal face, being about 1.7 times larger on (111) than on (100), so a single value cannot describe a curved silicon surface.

Expansion also creates stress, which is not calculated here. Around a convex core, new product pushes the older product outwards and stretches it, and this presses on the front. A flat layer with a free surface has no such normal stress. The times above are therefore not predictions for real silicon cylinders and spheres, where stress can slow the reaction and may change the order of the three shapes. How large the stress must be to slow the reaction noticeably can be judged from the volume gained per silicon atom, \((z-1)\times20.0\ \text{Å}^3=24\ \text{Å}^3\). At 1100 °C, a compressive normal stress of \(k_BT/(24\ \text{Å}^3)\simeq0.8\ \text{GPa}\) makes the work of expansion equal to \(k_BT\). If that work adds fully to the activation energy, the interface reaction slows by a factor \(e\). With the values used here this lengthens the total time by about 21 % for the cylinder and 33 % for the sphere. Making either slower than the slab by this route alone would take more than 2 GPa throughout. At this temperature the oxide can also flow and relax part of the stress. Stress may also change \(D\), which this estimate leaves out.
